# Do adjacent charge-state ratios of an amphoteric trap decouple in steady state?

## Question

I am modelling a silicon dangling bond at the channel/tunnel-oxide interface of a charge-trap memory cell. It can be positive, neutral or negative: $D^+$, $D^0$, $D^-$. Every allowed event captures or emits one electron or one hole, so the scheme is

$$D^+\ \underset{b_1}{\overset{a_1}{\rightleftharpoons}}\ D^0\ \underset{b_2}{\overset{a_2}{\rightleftharpoons}}\ D^- .$$

Here $a_1,a_2$ are the total rates per trap to the right and $b_1,b_2$ those to the left. The occupation probabilities satisfy $f_++f_0+f_-=1$.

I was told that in steady state $f_0/f_+$ depends only on $a_1$ and $b_1$. I don't see how. The neutral state is also drained towards $D^-$, so a larger $a_2$ should lower $f_0$ and with it $f_0/f_+$. Setting $\dot f_0=0$ gives

$$(b_1+a_2)f_0=a_1f_++b_2f_-,$$

which mixes all four rates, and there I am stuck.

My device is not in equilibrium either. A forward-biased junction supplies both carriers, as in a gated-diode measurement, with $n=2\times10^{15}$ and $p=1\times10^{15}\ \mathrm{cm^{-3}}$ at the interface and $T=300$ K. Is the claim true there, and when does it fail?

## Answer

The claim is true for independent traps with fixed rates. Your equation for $D^0$ is correct, but it is the least convenient of the three balances, because $D^0$ has two neighbours. Start from the end states.

### The proof

Count gains and losses for each state:

$$\dot f_+=-a_1f_++b_1f_0,\qquad \dot f_-=a_2f_0-b_2f_-,$$

$$\dot f_0=a_1f_+-(b_1+a_2)f_0+b_2f_- .$$

The three right-hand sides add to zero, as conservation of probability requires, so only two equations are independent. In steady state $\dot f_+=0$ and $\dot f_-=0$, hence

$$a_1f_+=b_1f_0,\qquad a_2f_0=b_2f_-. \tag{1}$$

For positive rates we may divide:

$$\boxed{\frac{f_0}{f_+}=\frac{a_1}{b_1},\qquad \frac{f_-}{f_0}=\frac{a_2}{b_2}.} \tag{2}$$

Your equation is the sum of the two equalities in (1). Adding them hid the fact that they hold separately.

The physical reason is that $D^+$ has a single link to the rest of the scheme. If more probability flowed out through that link than came back, $f_+$ would change. The same holds for $D^-$. When $a_2$ is raised, $D^0$ is indeed drained at first, but $D^-$ then fills until its return flow $b_2f_-$ cancels the drain. What remains is a smaller share for $D^+$ and $D^0$ together, divided between them in the old proportion.

The shares themselves involve all four rates. From (2), $f_+=f_0b_1/a_1$ and $f_-=f_0a_2/b_2$. Inserting these in the normalization gives

$$f_0=\frac{1}{1+b_1/a_1+a_2/b_2}. \tag{3}$$

So the ratios decouple and the occupancies do not.

The trap does reach this state. Eliminate $f_0=1-f_+-f_-$:

$$\dot f_+=-(a_1+b_1)f_+-b_1f_-+b_1,$$

$$\dot f_-=-a_2f_+-(a_2+b_2)f_-+a_2 .$$

The coefficient matrix has negative trace, and its determinant is

$$(a_1+b_1)(a_2+b_2)-a_2b_1=a_1a_2+a_1b_2+b_1b_2>0 .$$

Both eigenvalues therefore have negative real parts, and every initial condition decays to (2).

If some rates vanish, keep the product form (1). For example, with $a_1=0$ and the other rates positive, (1) gives $f_0=0$, then $f_-=0$, and so $f_+=1$. The ratio $f_-/f_0$ is then undefined.

### What the four rates contain

Going from $D^+$ to $D^0$ adds one electron to the trap. This happens by electron capture from the conduction band or by hole emission into the valence band. The reverse step is hole capture or electron emission. With the superscript naming the charge state before the event,

$$a_1=c_n^+n+e_p^+,\qquad b_1=c_p^0p+e_n^0,$$

$$a_2=c_n^0n+e_p^0,\qquad b_2=c_p^-p+e_n^- .$$

Both pairs contain the same $n$ and $p$. "Depends only on the connecting rates" does not mean that you can change $n$ and move one ratio alone. It means that, at given $n$, $p$, field and temperature, the coefficients of the other pair drop out.

The emission rates are tied to capture by detailed balance. I use atomic units and write $T$ for the thermal energy. Let $E_1$ be the $(+/0)$ level, $E_2$ the $(0/-)$ level, and $\mu$ the equilibrium Fermi level. The neutral state has an unpaired spin and weight 2; the other two have weight 1. The equilibrium ratios are then

$$\frac{f_0}{f_+}=2e^{(\mu-E_1)/T},\qquad \frac{f_-}{f_0}=\tfrac12e^{(\mu-E_2)/T}. \tag{4}$$

For non-degenerate bands, $n=N_ce^{-(E_c-\mu)/T}$ and $p=N_ve^{-(\mu-E_v)/T}$. In equilibrium each process balances its own reverse. For electrons in the lower pair, $c_n^+nf_+=e_n^0f_0$, so

$$e_n^0=c_n^+n\,\frac{f_+}{f_0}=c_n^+\frac{N_c}{2}e^{-(E_c-E_1)/T}.$$

The Fermi level cancels, as it must for an emission rate. For holes in the lower pair, $e_p^+f_+=c_p^0pf_0$, so

$$e_p^+=c_p^0p\,\frac{f_0}{f_+}=2c_p^0N_ve^{-(E_1-E_v)/T}.$$

The upper pair follows in the same way from the second ratio in (4):

$$e_n^-=c_n^0n\,\frac{f_0}{f_-}=2c_n^0N_ce^{-(E_c-E_2)/T},$$

$$e_p^0=c_p^-p\,\frac{f_-}{f_0}=c_p^-\frac{N_v}{2}e^{-(E_2-E_v)/T}.$$

### Steady state without equilibrium

Equation (1) says that the net flow of *charge states* through each link is zero. It does not say that each carrier process is balanced by its own reverse. Write out the lower pair,

$$(c_n^+n+e_p^+)f_+=(c_p^0p+e_n^0)f_0,$$

and move the electron terms to the left:

$$c_n^+nf_+-e_n^0f_0=c_p^0pf_0-e_p^+f_+\equiv U_1 .$$

Net electron capture equals net hole capture. Each electron–hole pair taken in by the trap recombines, and the trap returns to its initial charge state. To find $U_1$, insert $f_0=f_+a_1/b_1$ on the left:

$$U_1=\frac{f_+}{b_1}\left[c_n^+n(c_p^0p+e_n^0)-e_n^0(c_n^+n+e_p^+)\right]
=\frac{f_+}{b_1}\left[c_n^+c_p^0\,np-e_n^0e_p^+\right].$$

The emission formulas give $e_n^0e_p^+=c_n^+c_p^0n_i^2$, where $n_i^2=N_cN_ve^{-(E_c-E_v)/T}$. Thus

$$U_1=\frac{c_n^+c_p^0}{b_1}f_+\,(np-n_i^2),\qquad U_2=\frac{c_n^0c_p^-}{b_2}f_0\,(np-n_i^2).$$

The second result follows by the same steps with $f_-=f_0a_2/b_2$. Recombination vanishes at equilibrium and is positive when $np>n_i^2$, while (2) holds in both cases.

Two limits help in reading (2). If capture dominates emission in both directions,

$$\frac{f_0}{f_+}\to\frac{c_n^+n}{c_p^0p},\qquad\frac{f_-}{f_0}\to\frac{c_n^0n}{c_p^-p},$$

and the energy levels disappear. If instead the hole processes of the lower pair are negligible, $f_0/f_+\to c_n^+n/e_n^0$. This is the first ratio in (4) with $\mu$ replaced by the electron quasi-Fermi level $\mu_n$.

### Your device in numbers

I take rough typical values: a gap of 1.12 eV, with $E_1$ and $E_2$ at 0.30 and 0.85 eV above the valence edge. The capture coefficient is cross section times thermal speed, with speed $10^7$ cm/s. The cross section is $10^{-14}\ \mathrm{cm^2}$ when the trap attracts the carrier ($D^+$ with an electron, $D^-$ with a hole) and $10^{-15}\ \mathrm{cm^2}$ when it is neutral. The band densities are $N_c=2.82\times10^{19}$ and $N_v=1.83\times10^{19}\ \mathrm{cm^{-3}}$.

For example, $c_n^+n=10^{-14}\times10^7\times2\times10^{15}=2\times10^8\ \mathrm{s^{-1}}$. In units of $10^7\ \mathrm{s^{-1}}$ the totals are

$$a_1=20+0.334=20.33,\qquad b_1=1.00,$$

$$a_2=2.00,\qquad b_2=10+1.64=11.64 .$$

The first term in each sum is capture and the second emission. The emission terms in $b_1$ and $a_2$ are below $0.03\ \mathrm{s^{-1}}$ and do not show. Therefore

$$\frac{f_0}{f_+}=\frac{20.33}{1.00}=20.3,\qquad \frac{f_-}{f_0}=\frac{2.00}{11.64}=0.172 .$$

Capture alone would give 20 and 0.20. From (3), $f_0=1/(1+0.0492+0.1718)=0.819$, and hence $f_+=0.040$ and $f_-=0.141$.

Now put your objection to the test. Raise the cross section for $D^0+\text{electron}\to D^-$ tenfold, with $n$, $p$ and everything else held fixed. Then $a_2$ rises to $20\times10^7\ \mathrm{s^{-1}}$. Detailed balance also raises $e_n^-$ tenfold, so $b_2=(10+16.4)\times10^7=26.4\times10^7\ \mathrm{s^{-1}}$. The results are:

- $f_-/f_0$ goes from 0.172 to 0.757;
- $f_+,f_0,f_-$ go from 0.040, 0.819, 0.141 to 0.027, 0.554, 0.419;
- $f_0/f_+$ stays at 20.3.

You were right that $f_0$ falls. But $f_+$ falls by the same factor.

The original trap recombines $U_1+U_2=(0.81+1.41)\times10^7=2.2\times10^7$ pairs per second, so it is far from equilibrium. Using (4) with $\mu_n=0.873$ eV would give $f_0/f_+=8\times10^9$ instead of 20. That estimate lets $D^0$ return to $D^+$ only by electron emission, at $0.024\ \mathrm{s^{-1}}$, whereas hole capture does it at $10^7\ \mathrm{s^{-1}}$.

### Where the independence fails

**A direct two-carrier link.** Add rates $d$ for $D^+\to D^-$ and $u$ for $D^-\to D^+$. The end-state balances become

$$(a_1+d)f_+=b_1f_0+uf_-,\qquad (b_2+u)f_-=a_2f_0+df_+ .$$

Multiply the first by $b_2+u$ and substitute the second:

$$(a_1+d)(b_2+u)f_+=b_1(b_2+u)f_0+ua_2f_0+udf_+ .$$

The term $udf_+$ cancels against the one in the expanded left side, leaving

$$\frac{f_0}{f_+}=\frac{a_1b_2+a_1u+db_2}{b_1b_2+b_1u+a_2u}.$$

Subtract $a_1/b_1$ over a common denominator. The terms $a_1b_1b_2$ and $a_1b_1u$ cancel:

$$\frac{f_0}{f_+}-\frac{a_1}{b_1}=\frac{b_1b_2d-a_1a_2u}{b_1(b_1b_2+b_1u+a_2u)} .$$

The simple ratio survives if and only if $a_1a_2u=b_1b_2d$, that is, if the products of rates around the loop are equal in both senses. Otherwise probability circulates, and the flow through a single link need not vanish. For your numbers, a 1% shift of $f_0/f_+$ needs $d=2.0\times10^6\ \mathrm{s^{-1}}$ alone, or $u=5.9\times10^5\ \mathrm{s^{-1}}$ alone.

**Transients.** Before $\dot f_+=0$, nothing forces (1). Starting with all traps in $D^+$, after 5 ns $f_0/f_+$ is 1.59 with the original cross section and 1.19 with the tenfold one. At this stage of the filling, the stronger drain does lower the ratio, as you expected.

**Exchange between traps.** Suppose $D^++D^-\to2D^0$ occurs, with mean-field rate constant $w$. Its reverse is suppressed by $\tfrac14e^{-(E_2-E_1)/T}$ and can be dropped here. Then $(a_1+wf_-)f_+=b_1f_0$, so

$$\frac{f_0}{f_+}=\frac{a_1+wf_-}{b_1},$$

which brings in the upper pair through $f_-$. For an illustrative $w=10^9\ \mathrm{s^{-1}}$ the ratio is 32 originally and 62 after the tenfold change. These are mean-field values. For one isolated pair of neighbours exchanging at this rate, the nine joint charge states give 24 and 43, because exchange correlates the charges of the two traps.

**Feedback on the carriers.** If trapped charge alters $n$, then (2) holds at the actual $n$, but that $n$ depends on all the rates. As an illustration, hold $p$ fixed and let neutrality set $n=n_0+N_t(f_+-f_-)$, with $n_0=2\times10^{15}$ and $N_t=5\times10^{15}\ \mathrm{cm^{-3}}$. The tenfold change then moves $f_0/f_+$ from 16.9 to 10.5. More negative traps leave fewer free electrons, and $a_1$ falls.

**Internal structure.** If $D^0$ has two configurations $A$ and $B$, both linked to $D^-$ and to each other, they form a loop with $D^-$. Let only $A$ connect to $D^+$. The end-state argument still fixes $f_A/f_+$, but

$$\frac{f_0}{f_+}=\frac{f_A}{f_+}\left(1+\frac{f_B}{f_A}\right),$$

and $f_B/f_A$ can depend on the rates to $D^-$. If $A$ and $B$ exchange much faster than all other steps, their ratio is fixed by that exchange and the independence returns.

### How close this is to a real interface

The two levels and the carrier densities are in the range expected for dangling bonds at a silicon/oxide interface under forward bias. The cross sections are less certain and can differ by orders of magnitude between samples; in the capture limit each ratio is proportional to its electron cross section divided by its hole cross section. A polycrystalline channel adds grain-boundary traps and usually has a lower mobility than the $400\ \mathrm{cm^2/Vs}$ used below.

The assumption of one sharp level is broken at a real interface, where the levels are spread. Moving both levels up by 0.05 eV changes $f_-/f_0$ from 0.172 to 0.094; moving them down gives 0.195. The lower ratio stays between 20.0 and 22.3. Temperature matters about as much. At 358 K, with $n$, $p$, gap and cross sections held fixed, the ratios are 22.9 and 0.093, because $e_p^+$ and $e_n^-$ grow. These shifts change the numbers in (2), not its form: each trap at its own level still obeys it. A measurement on many traps gives a ratio of average occupancies, which can depend on the upper pair, because that pair changes how much each trap contributes. If both levels shift together with a Gaussian spread of 0.05 eV, the tenfold change moves the averaged $f_0/f_+$ from 21.2 to 20.8; with a spread of 0.10 eV it moves from 23.9 to 22.1.

I also estimated these corrections:

- A field of 0.01 MV/cm, well below silicon breakdown, changes the ratios to 20.4 and 0.167 if it enhances emission only. But tunnelling that helps a carrier leave a trap also helps it enter. If every capture and emission rate grows by the same factor of about 1.19, the ratios stay at 20.3 and 0.172. If the lowering of the Coulomb barrier is also applied to both capture and emission at the attractive traps, they become about 48 and 0.079. These simple estimates do not settle the field dependence, so read the numbers above as zero-field values.
- Degeneracy is negligible, since $n/N_c=7\times10^{-5}$.
- With $5\times10^{10}$ traps per $\mathrm{cm^2}$, recombination depletes the holes by about 1% over a 1000 nm supply path perpendicular to the interface. While small, this grows in inverse proportion to the mobility. In a thin channel supplied with holes along the interface from one end, the loss is larger: with $n$ held fixed, the far end of a 1000 nm path loses about 5% in a film 100 nm thick and about 40% in one 10 nm thick. The ratios in (2) must then be evaluated with the local $n$ and $p$.
- Tunnelling through a 4 nm oxide, with no strong field across it, is of order $10^{-10}\ \mathrm{s^{-1}}$ for a tunnelling mass of 0.5 electron masses and $10^{-5}\ \mathrm{s^{-1}}$ for 0.3. Both are negligible beside $10^7\ \mathrm{s^{-1}}$.
- About 5% of traps have a neighbour within 6 nm, where a simple tunnelling estimate of pair exchange reaches $10^7\ \mathrm{s^{-1}}$. At that distance the effect is still small, because exchange out of $D^+$ competes with $a_1\approx2\times10^8\ \mathrm{s^{-1}}$: such a pair has $f_0/f_+=20.5$. Averaged over nearest-neighbour distances, the tenfold change moves $f_0/f_+$ from 20.5 to 20.8 at $5\times10^{10}$ traps per $\mathrm{cm^2}$, and from 21.6 to 25.1 at $5\times10^{11}$. The estimate ignores the energy that must be shed in the transfer, so I expect the true effect to be smaller.

After heavy cycling, the effects to watch first are those through which the traps change the local $n$ and $p$. Fix the gate voltage so that the original traps see the stated $n$ and $p$ at flat band, keep the quasi-Fermi levels flat, and take an equivalent oxide thickness of 10 to 20 nm. At $5\times10^{10}$ traps per $\mathrm{cm^2}$, the extra negative trapped charge after the tenfold change lowers the surface potential by 4 to 7 mV and brings $f_0/f_+$ from 20.3 down to between 12 and 15; at $5\times10^{11}$ it falls to between 7 and 8. In the 10 nm film above, the stronger hole depletion moves the far-end ratio from 35 to 52. Equation (2) still holds at the local densities in these cases, but a measurement at fixed bias sees the upper pair. Pair exchange breaks (2) itself and also grows with trap density, but in these estimates it is the smaller effect. The inputs and most of the values are in the numerical output below.

## Values computed for the example and the checks

```
Gap, E1, E2: 1.12, 0.30, 0.85 eV
Temperature, kT: 300 K, 0.02585 eV
DOS masses c, v: 1.08, 0.81 m_e
Nc, Nv: 2.816e+19, 1.829e+19 cm^-3
n, p: 2.0e+15, 1.0e+15 cm^-3
Thermal speed: 1.0e+07 cm/s
Cross section n+: 1.0e-14 cm^2
Cross section n0: 1.0e-15 cm^2
Cross section p0: 1.0e-15 cm^2
Cross section p-: 1.0e-14 cm^2
Rate cap_n+: 2.000e+08 s^-1
Rate cap_n0: 2.000e+07 s^-1
Rate cap_p0: 1.000e+07 s^-1
Rate cap_p-: 1.000e+08 s^-1
Rate em_n0: 2.362e-02 s^-1
Rate em_p+: 3.338e+06 s^-1
Rate em_n-: 1.640e+07 s^-1
Rate em_p0: 4.807e-03 s^-1
a1, b1: 2.0334e+08, 1.0000e+07 s^-1
a2, b2: 2.0000e+07, 1.1640e+08 s^-1
Ratios f0/f+, f-/f0: 20.334, 0.1718 (no unit)
f+, f0, f-: 0.0403 0.8190 0.1407 (no unit)
Tenfold n0: a2, b2: 2.0000e+08, 2.6404e+08 s^-1
Tenfold n0: ratios 20.334, 0.7575 (no unit)
Tenfold n0: f+, f0, f-: 0.0272 0.5535 0.4193
Recombination low, up: 8.056e+06, 1.407e+07 s^-1
Recombination per trap: 2.213e+07 s^-1
Quasi-Fermi splitting: 0.619 eV
Electron quasi-Fermi level: 0.873 eV
False equilibrium f0/f+: 8.47e+09 (no unit)
Early time: 5.0 ns
Early f0/f+, base, tenfold: 1.593, 1.194
Feedback trap density: 5.0e+15 cm^-3
Feedback f0/f+, base, tenfold: 16.88, 10.52
Exchange constant: 1.0e+09 s^-1
Exchange f0/f+, base, tenfold: 32.29 62.21
Two-configuration f0/f+: 4.669, 19.924
Direct D+ to D- for +1%: 2.03e+06 s^-1
Direct D- to D+ for -1%: 5.91e+05 s^-1
At 358 K: ratios 22.852, 0.0925
Levels +0.05 eV: ratios 20.048, 0.0937
Levels -0.05 eV: ratios 22.309, 0.1954
Field, light mass: 0.01 MV/cm, 0.19 m_e
Coulomb barrier lowering: 0.0222 eV
Tunnel factor for em_n-: 1.192 (no unit)
In field: ratios 20.398, 0.1673
Degeneracy n/Nc: 7.10e-05 (no unit)
Trap density: 5.0e+10 cm^-2
Mobility, path: 400 cm2/Vs, 1000 nm
Surface recombination speed: 1106.4 cm/s
Relative carrier depletion: 0.0107 (no unit)
Oxide, barrier, mass: 4.0 nm, 3.1 eV, 0.5 m_e
Attempt rate, oxide leak: 1e+13, 7.8e-11 s^-1
Pair reach, close fraction: 5.95 nm, 0.0541
```
